# The Marcus rate from the spin-boson golden rule

## What has to be decided

To compute an electron-transfer rate one must first decide how much to know about the nuclear motion. The Marcus formula needs the reorganisation energy, the driving force, the coupling and the temperature. The full golden rule needs every bath frequency with its coupling strength, and a time integral. The derivation below shows when the first calculation may replace the second. "High temperature" turns out to be three conditions, and for $\lambda>|\Delta G|$ a larger reorganisation energy $\lambda$ helps one of them while hurting another.

## Model and sign conventions

Let the donor state have $\sigma_z=+1$ and the acceptor state $\sigma_z=-1$. The spin-boson Hamiltonian is

$$H=-\frac{\Delta G}{2}\sigma_z+V\sigma_x+\sum_j\hbar\omega_j b_j^\dagger b_j+\frac{\sigma_z}{2}\sum_j\hbar g_j(b_j+b_j^\dagger),$$

with real $V$ and $g_j>0$; a negative $g_j$ is removed by changing the sign of $b_j$. The coupling $V$ does not depend on the nuclei, and both states have the same harmonic frequencies.

Set $B_j=b_j+g_j/(2\omega_j)$. Completing the square on the donor gives

$$\hbar\omega_j b_j^\dagger b_j+\tfrac12\hbar g_j(b_j+b_j^\dagger)=\hbar\omega_j B_j^\dagger B_j-\frac{\hbar g_j^2}{4\omega_j}.$$

On the acceptor the linear term has the opposite sign. The same constant appears, but the shifted operator is $b_j-g_j/(2\omega_j)=B_j-d_j$, with $d_j=g_j/\omega_j$. With the common constants collected in $E_0$,

$$H_D=E_0+\sum_j\hbar\omega_jB_j^\dagger B_j,$$

$$H_A=E_0+\Delta G+\sum_j\hbar\omega_j(B_j^\dagger-d_j)(B_j-d_j).$$

So $\Delta G$ is the acceptor minimum minus the donor minimum, negative for a downhill reaction. Define

$$S_j=d_j^2,\qquad \lambda=\sum_jS_j\hbar\omega_j.$$

In donor equilibrium $\langle B_j\rangle=0$, so the mean vertical gap is $\langle H_A-H_D\rangle=\Delta G+\lambda$.

## From the Hamiltonian to a rate

Start on the donor with the bath in equilibrium, $\rho_D\propto e^{-H_D/k_BT}$. To first order in $V$, the acceptor component of an initial bath state $|\psi\rangle$ is

$$|\psi_A(t)\rangle=-\frac{iV}{\hbar}\int_0^tdt_1\,e^{-iH_A(t-t_1)/\hbar}e^{-iH_Dt_1/\hbar}|\psi\rangle .$$

Its squared norm contains two times, $t_1$ and $t_2$. The two acceptor propagators combine into $e^{-iH_A(t_2-t_1)/\hbar}$. Since $\rho_D$ commutes with $H_D$, the thermal average depends on the difference $s=t_2-t_1$ alone:

$$C(s)=\mathrm{Tr}\left[\rho_D\,e^{iH_Ds/\hbar}e^{-iH_As/\hbar}\right],\qquad C(-s)=C(s)^*.$$

In the square $0<t_1,t_2<t$, a difference $s>0$ occurs with weight $t-s$, and $-s$ contributes the complex conjugate. Hence

$$P_A(t)=\frac{2V^2}{\hbar^2}\,\mathrm{Re}\int_0^t(t-s)\,C(s)\,ds,\qquad \frac{dP_A}{dt}=\frac{2V^2}{\hbar^2}\,\mathrm{Re}\int_0^tC(s)\,ds .$$

If $C$ decays, the slope becomes constant and defines the golden-rule rate

$$k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}C(t)\,dt .$$

This needs a continuous bath. For a single undamped mode, $C(t)e^{i\Delta Gt/\hbar}$ is periodic, so the slope can stay constant at most until $C$ revives near $t=2\pi/\omega$, and there is no lasting plateau.

## The lineshape function

The modes contribute independent factors, so take one and drop its index. Let $D(\alpha)=\exp(\alpha B^\dagger-\alpha^*B)$. Since $D(d)BD(d)^\dagger=B-d$, the acceptor propagator is the donor one between $D(d)$ and $D(-d)$. Free evolution turns $B^\dagger$ into $B^\dagger e^{i\omega t}$, so

$$C(t)=e^{-i\Delta Gt/\hbar}\left\langle D(de^{i\omega t})\,D(-d)\right\rangle .$$

The two exponents have a commutator that is a number, which gives

$$D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta).$$

With $\alpha=de^{i\omega t}$ and $\beta=-d$ the phase factor is $e^{-iS\sin\omega t}$. There remains $\langle D(\gamma)\rangle$ with $\gamma=d(e^{i\omega t}-1)$.

A thermal oscillator with mean occupation $n$ is a mixture of coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/n}/(\pi n)$. Indeed, the phase integral removes the off-diagonal elements, and the population of level $m$ is

$$\frac1n\int_0^\infty dx\,\frac{x^m}{m!}e^{-x(1+1/n)}=\frac{n^m}{(n+1)^{m+1}},$$

the Boltzmann distribution. In a coherent state $\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}e^{\gamma\alpha^*-\gamma^*\alpha}$. The last exponent is $2i\,\mathrm{Im}(\gamma\alpha^*)$, and $\mathrm{Im}(\gamma\alpha^*)$ is Gaussian with variance $n|\gamma|^2/2$. Its average is $e^{-n|\gamma|^2}$, so in total $\langle D(\gamma)\rangle=e^{-(n+1/2)|\gamma|^2}$.

Now $|\gamma|^2=2S(1-\cos\omega t)$ and $2n+1=\coth(\hbar\omega/2k_BT)$. Restoring all modes,

$$C(t)=e^{-i\Delta Gt/\hbar-g(t)},$$

$$g(t)=\sum_jS_j\left[\coth\frac{\hbar\omega_j}{2k_BT}(1-\cos\omega_jt)+i\sin\omega_jt\right].$$

## Short times: the Marcus formula

For $\omega_jt\ll1$, use $\sin\omega_jt\approx\omega_jt$ and $1-\cos\omega_jt\approx\omega_j^2t^2/2$:

$$g(t)\approx\frac{i\lambda t}{\hbar}+\frac{\sigma^2t^2}{2\hbar^2},\qquad \sigma^2=\sum_jS_j(\hbar\omega_j)^2\coth\frac{\hbar\omega_j}{2k_BT}.$$

The time integral is then Gaussian:

$$k_G=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,e^{-i(\Delta G+\lambda)t/\hbar-\sigma^2t^2/2\hbar^2}=\frac{\sqrt{2\pi}\,V^2}{\hbar\sigma}\,e^{-(\Delta G+\lambda)^2/2\sigma^2}.$$

The truncation requires the integrand to die, after a time $\hbar/\sigma$, before the nuclei have moved: $\sigma\gg\hbar\omega$.

A second, separate step makes the width classical. For $\hbar\omega\ll k_BT$,

$$\hbar\omega\coth\frac{\hbar\omega}{2k_BT}=2k_BT+\frac{(\hbar\omega)^2}{6k_BT}+\dots$$

The first term gives $\sigma^2=2\lambda k_BT$, and $k_G$ becomes the Marcus rate

$$k_M=\frac{2\pi V^2}{\hbar}\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\Delta G+\lambda)^2}{4\lambda k_BT}\right].$$

The prefactor follows from $\sqrt{2\pi}/\sqrt{2\lambda k_BT}=2\pi/\sqrt{4\pi\lambda k_BT}$.

## Why two conditions are not enough

When $|\Delta G+\lambda|$ is several times $\sigma$, the integral is exponentially small because an oscillating integrand cancels. A small error in the integrand can then be a large error relative to the result. The remedy is to move the contour to a line where there is little cancellation.

Write $t=-i\hbar\zeta/k_BT$ with $\zeta=z+iy$. The real-time axis is $z=0$. On a line of fixed $z$, with $u=\hbar\omega/k_BT$, the part of $-\mathrm{Re}\,g$ that depends on $y$ is

$$-\sum_jS_j\,\frac{\cosh(u_j/2-u_jz)}{\sinh(u_j/2)}\,(1-\cos u_jy).$$

For $0\le z\le1$ the hyperbolic cosine does not exceed $\cosh(u_j/2)$, so the sum converges if it does on the real axis. For an Ohmic bath, $\sum_jS_j\delta(\omega-\omega_j)\approx a/\omega$ at low frequency, and this part falls linearly with $|y|$. The integrand then vanishes at both ends, and the line may be moved. With a Gaussian frequency cutoff the same holds for $z$ outside this interval.

With $\cos\omega t=\cosh u\zeta$ and $\sin\omega t=-i\sinh u\zeta$, one mode contributes

$$-g=S\left[\coth\frac u2(\cosh u\zeta-1)-\sinh u\zeta\right].$$

Insert $\coth(u/2)=2/u+u/6+\dots$ and the series of the other two functions:

$$-g=S\left[u(\zeta^2-\zeta)+u^3\left(\frac{\zeta^2}{12}-\frac{\zeta^3}{6}+\frac{\zeta^4}{12}\right)+O(u^5)\right].$$

The bracket with $u^3$ equals $\zeta^2(1-\zeta)^2/12$. Its three pieces come from the quantum correction to the width, from the $t^3$ term of $g$ and from the $t^4$ term. All three carry the same power of $u$, so a consistent expansion must keep them together.

Define

$$L=\frac{\lambda}{k_BT},\quad \langle\omega^2\rangle=\frac{\sum_jS_j\omega_j^3}{\sum_jS_j\omega_j},\quad q=\frac{\hbar^2\langle\omega^2\rangle}{(k_BT)^2},\quad z=\frac{\lambda+\Delta G}{2\lambda}.$$

Then $\sum_jS_ju_j=L$, $\sum_jS_ju_j^3=Lq$ and $\Delta G/k_BT=L(2z-1)$. The leading exponent, including $-i\Delta Gt/\hbar=-\zeta\Delta G/k_BT$, is

$$L(\zeta^2-\zeta)-L(2z-1)\zeta=L(\zeta-z)^2-Lz^2=-Ly^2-Lz^2 .$$

With this $z$ the oscillation is gone at leading order. Since $dt=(\hbar/k_BT)\,dy$, the integral is $(\hbar/k_BT)\sqrt{\pi/L}\,e^{-Lz^2}$, which reproduces $k_M$.

The next term multiplies the integrand by $1+(Lq/12)f(z+iy)$, where $f(\zeta)=\zeta^2(1-\zeta)^2$. The weight $e^{-Ly^2}$ gives $\langle y^2\rangle=1/(2L)$ and $\langle y^4\rangle=3/(4L^2)$; odd powers vanish. With $f''=2-12z+12z^2$ and $f''''=24$,

$$\langle f(z+iy)\rangle=f-\frac{f''}{2}\langle y^2\rangle+\frac{f''''}{24}\langle y^4\rangle=f-\frac{1-6z+6z^2}{2L}+\frac{3}{4L^2}.$$

To first order in $q$, therefore,

$$\ln\frac{k}{k_M}=\frac{q}{12}\left[Lz^2(1-z)^2-\frac{1-6z+6z^2}{2}+\frac{3}{4L}\right].$$

## The conditions on temperature and reorganisation energy

Each term must be small. With $\omega$ standing for the root of $\langle\omega^2\rangle$, this means:

- **Classical width:** $(k_BT)^2\gg(\hbar\omega)^2/12$, up to a factor that depends on $z$.
- **Fast decay:** $\lambda k_BT\gg(\hbar\omega)^2/16$. This is the short-time condition $\sigma\gg\hbar\omega$.
- **Activated tail:** $(k_BT)^3\gg\lambda(\hbar\omega)^2z^2(1-z)^2/12$.

The three terms are linked. The magnitude of the width term is $|1-6z+6z^2|/(\sqrt3\,|z(1-z)|)$ times the geometric mean of the tail and decay terms, a factor of 1.15 at $z=1/2$. Away from $z=0$ and $z=1$ the first condition therefore follows from the other two; near those points it is a demand of its own.

For $0\le z\le1$ the last condition is hardest at $\Delta G=0$, where $z=1/2$ and the tail term is $Lq/192$. It disappears at $\Delta G=-\lambda$, where $z=0$. In the inverted region, $\Delta G<-\lambda$, $z$ is negative and $z^2(1-z)^2$ grows without limit. A larger $\lambda$ makes the decay faster. At fixed $\Delta G$ the tail factor is $\lambda z^2(1-z)^2=(\lambda^2-\Delta G^2)^2/16\lambda^3$, which grows with $\lambda$ for $\lambda>|\Delta G|$, so there the tail becomes more demanding; in the inverted region a larger $\lambda$ eases it.

The tail term is never negative, so by itself it raises the rate. The sum of the three terms can still be negative: at $z=0$ it is $(q/12)(3/4L-1/2)$, and to this order the rate lies below $k_M$ for $L>3/2$. Where the tail term dominates, the rate exceeds $k_M$. Its meaning is clearest for one frequency at $\Delta G=0$. At $\zeta=1/2$ the full exponent is

$$-S\tanh\frac u4=-S\left(\frac u4-\frac{u^3}{192}+\dots\right).$$

The first term is the classical activation factor $-\lambda/4k_BT$. On cooling, the classical exponent grows without limit, while the full one stops at $-S$, the logarithm of the squared overlap of the two nuclear ground states. The correction is the onset of nuclear tunnelling.

The expansion is in each $u_j$, not in $q$ alone, so the three conditions are a safe test only if no mode lies far above the root-mean-square frequency. For $z<0$ the factor $\cosh(u_j/2-u_jz)/\sinh(u_j/2)$ of a stiff mode grows as $e^{u_j|z|}$, and a weakly coupled high-frequency vibration can change the inverted-region rate severalfold while $q$ stays small. Take $\lambda=0.8$ eV, $\Delta G=-2.0$ eV and 300 K, with the Ohmic bath defined below at $\hbar\Omega=2$ meV and one mode at 0.37 eV carrying only 0.1 meV of $\lambda$. The three terms then sum to 0.12, yet the full rate is 3.5 times $k_M$. Such modes must be kept quantum mechanical.

The formula also assumes that $\langle\omega^2\rangle$ and the higher moments are finite. If $\sum_jS_j\omega_j^2\delta(\omega-\omega_j)$ falls only as $1/\omega$, then $\langle\omega^2\rangle$ diverges and these estimates cannot be used.

## Keeping the quantum width alone

It is tempting to stop at $k_G$ with the full $\sigma$. To first order in $q$, $\sigma^2=2\lambda k_BT(1+q/12)$, and so

$$\ln\frac{k_G}{k_M}=\frac{q}{12}\left(Lz^2-\frac12\right).$$

The tail part is $z^2$ where the consistent expansion has $z^2(1-z)^2$. At $z=1/2$ it is four times too large, because the $t^3$ and $t^4$ terms were dropped.

Detailed balance shows the same fault. In the full rate, $-g$ is unchanged by $\zeta\to1-\zeta$, because $\coth(u/2)\cosh u\zeta-\sinh u\zeta=\cosh(u/2-u\zeta)/\sinh(u/2)$. The factor $e^{-\zeta\Delta G/k_BT}$ becomes $e^{-\Delta G/k_BT}e^{\zeta\Delta G/k_BT}$, so

$$k(\Delta G)=e^{-\Delta G/k_BT}\,k(-\Delta G),$$

and $k(-\Delta G)$ is the backward rate. For $k_G$ the logarithm of the ratio is $-2\lambda\Delta G/\sigma^2$, which is correct for $\sigma^2=2\lambda k_BT$. The Marcus rate therefore obeys detailed balance, and the quantum-width Gaussian does not. At $\Delta G=-\lambda$, where the tail plays no part, $k_G$ is nevertheless the better formula for a cold bath with $\sigma\gg\hbar\omega$.

## A worked example

Take the round model parameters $\lambda=0.8$ eV, $\Delta G=-0.1$ eV, $V=1$ meV and $T=300$ K. The bath is Ohmic with a Gaussian cutoff, $\sum_jS_j\delta(\omega-\omega_j)=(a/\omega)e^{-\omega^2/\Omega^2}$, with $\hbar\Omega=10$ meV. For it $\langle\omega^2\rangle=\Omega^2/2$, so the root-mean-square $\hbar\omega$ is 7.07 meV.

With $k_BT=25.85$ meV,

$$L=\frac{800}{25.85}=30.9,\quad z=\frac{0.7}{1.6}=0.4375,\quad q=\left(\frac{7.07}{25.85}\right)^2=0.0748 .$$

The classical width is 203.4 meV, and $\hbar/\sigma=3.24$ fs is short against $1/\Omega=65.8$ fs. The activation energy is $0.7^2/3.2=0.1531$ eV, or $5.923\,k_BT$. Writing the prefactor as $\sqrt{2\pi}(V/\sigma)^2/(\hbar/\sigma)$,

$$k_M=\frac{2.507\,(1/203.4)^2}{3.236\times10^{-15}\ \mathrm{s}}\,e^{-5.923}\approx5.01\times10^7\ \mathrm{s^{-1}}.$$

The full time integral gives $5.08\times10^7\ \mathrm{s^{-1}}$, which is 1.3% above $k_M$. The correction formula has a tail term of 0.01168, a width term of 0.00149 and a decay term of 0.00015. Their sum, 0.01332, is close to the computed $\ln(k/k_M)=0.01325$. The quantum-width Gaussian is 3.4% above $k_M$, so here it is further from the full rate than $k_M$ is.

Stiffer baths at 300 K give these ratios to $k_M$:

| $\hbar\Omega$ (meV) | full | first order | $k_G$ |
|---|---|---|---|
| 10 | 1.013 | 1.013 | 1.034 |
| 20 | 1.05 | 1.05 | 1.14 |
| 50 | 1.34 | 1.40 | 1.97 |
| 100 | 2.50 | 3.79 | 5.72 |

In the last row $q$ is about 7.5, and the first-order formula serves as a warning, not as a correction.

Cooling the 10 meV bath acts in the same way, since the tail term grows as $T^{-3}$. The full rate is 1.10 times $k_M$ at 150 K and 2.04 times at 75 K. At $\Delta G=0$ the tail term would reach 1 at 69 K.

Each of the other two conditions can fail alone, the width condition where the tail term vanishes:

- **Cold and activationless.** At 30 K with $\Delta G=-\lambda$, $k_M$ is 1.22 times the full rate, while $k_G$ agrees with it to within 1%. The line is Gaussian, but its width is not classical.
- **Warm with a tiny reorganisation energy.** At 300 K with $\lambda=0.5$ meV and $\Delta G=0$, $\sigma/\hbar\Omega$ is 0.51 and the full rate is 1.29 times $k_M$. The bath moves before $C$ has decayed. This ratio does not depend on $V$, but a golden-rule rate for so small a $\lambda$ would need a much smaller $V$ than 1 meV.

The numerical check checks the lineshape function and the second-order population against matrices for one mode, and the correction formula against full time integrals in the normal, activationless and inverted regions.

## When the golden rule itself fails

The conditions above compare $k_M$ with the golden rule. They do not justify second order in $V$. For an estimate, let the gap $U$ pass through zero at constant speed $\dot U$. The second-order transition probability is

$$\frac{V^2}{\hbar^2}\left|\int_{-\infty}^{\infty}dt\,e^{i\dot Ut^2/2\hbar}\right|^2=\frac{2\pi V^2}{\hbar|\dot U|}.$$

For a classical bath the variance of $\dot U$ is $2\lambda k_BT\langle\omega^2\rangle$, so a typical speed is $\sigma\omega$. The probability is then about $2\pi V^2/(\sigma\hbar\omega)$, which is 0.004 in the example. It must be small.

The donor bath must also stay in equilibrium while population leaves, so $k$ must be small against the rate at which the bath relaxes. Taking $\Omega$ as a measure of that rate, the example has $k/\Omega\approx3\times10^{-6}$. If either estimate is not small, the rate is no longer proportional to $V^2$, and neither $k_M$ nor the full golden-rule integral can be relied on, however warm the bath.

Both estimates are necessary, not sufficient, when the bath has a slow part. The rate $k$ contains the activation factor, but population is removed near the crossing, where a slow coordinate may fail to replace it. Suppose 0.6 eV of the example's $\lambda$ belongs to a diffusive solvent coordinate that relaxes in $\tau=100$ ps, and 0.2 eV to the fast bath. The crossing estimate is then 0.009 and $k\tau$ is 0.005, yet classical diffusion with a golden-rule sink and no back reaction gives a rate of only $0.76\,k_M$.

## Calculated quantities

```
one mode: largest error of C(t) = 4.5e-16
one mode: P_A full = 7.590516e-06, second order = 7.590547e-06
lam = 0.8 eV, dG = -0.1 eV, V = 1.0 meV, T = 300 K
hbar*cutoff = 10 meV, bath prefactor a = 90.27
kT = 25.852 meV, L = lam/kT = 30.945
z = 0.4375, q = 0.07481
rms hbar*w = 7.071 meV
classical width = 203.38 meV
quantum width = 204.01 meV
decay time hbar/width = 3.236 fs
bath time 1/cutoff = 65.82 fs
activation energy = 153.12 meV
crossing estimate 2piV^2/(width*rms) = 0.00437
Marcus rate = 5.01222e+07 1/s
full golden-rule rate = 5.07906e+07 1/s
quantum-width Gaussian rate = 5.18281e+07 1/s
rate / cutoff frequency = 3.34e-06
ln(full/Marcus) = 0.01325
predicted = 0.01332; tail 0.01168, width 0.00149, decay 0.00015
largest relative error of correction, 5 cases = 3.9e-03
cutoff sweep at 300 K: meV, full/Marcus, predicted, Gaussian/Marcus
    10  1.0133  1.0134  1.0340
    20  1.0535  1.0547  1.1388
    50  1.3428  1.3952  1.9687
   100  2.4979  3.7889  5.7249
temperature sweep, cutoff 10 meV: K, full/Marcus, predicted
   300  1.0133  1.0134
   150  1.1025  1.1049
    75  2.0360  2.1644
T where tail term is 1 at dG=0: 68.8 K
rms hbar*w / kB = 82.1 K
ln(forward/backward) at cutoff 50 meV:
  -dG/kT = 3.8682, full = 3.8682, Gaussian = 3.3819
cold, dG=-lam, 30 K, cutoff 10 meV:
  Marcus/full = 1.2198, Gaussian/full = 0.9999
warm, dG=0, lam = 0.5 meV, 300 K:
  width/cutoff = 0.508, full/Marcus = 1.2888
```
